\section*{Spin--orbit mixing and oscillator-strength ratios in the cesium principal series, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The question}

The principal series of cesium consists of the transitions $6s_{1/2}\to np_{1/2}$ and $6s_{1/2}\to np_{3/2}$. Counting substates suggests that the $j=3/2$ line of each doublet should have twice the oscillator strength of the $j=1/2$ line. For the resonance doublet $6s\to 6p$ this is roughly true. For $7p$ the measured ratio is roughly 4, and for higher members it is much larger, although the fine-structure splitting shrinks quickly with $n$. Why does the ratio move away from 2 just where the spin--orbit splitting becomes small, what formula governs it, and how large does it become in a one-electron model of the atom?

\section*{The answer}

\subsection*{The mechanism}

The factor 2 assumes that $np_{1/2}$ and $np_{3/2}$ have the same radial function. The spin--orbit interaction shifts the two levels, and it also mixes into each $np_j$ radial function a little of the other $p$ functions, with opposite signs for the two values of $j$. In the model below the admixture of $6p$, measured as an amplitude, is about two percent in $7p_{1/2}$, roughly half that in $7p_{3/2}$, and smaller higher up. It matters because the $6s$--$6p$ dipole integral is large, while the $6s$--$np$ integrals are small and, counted per unit energy, fall towards a zero not far above the ionization threshold. A small fraction of a large integral is then comparable to the whole of a small one. It is added for $j=3/2$ and subtracted for $j=1/2$. The contribution of the $6p$ admixture is called Fermi's term below. Note that the ratio does not diverge at the zero of the spin-free integral. It diverges where the $j=1/2$ integral vanishes, which is at a lower energy.

Atomic units are used throughout, so the speed of light is $1/\alpha$. Fine-structure energies are given in cm$^{-1}$, with $1$ hartree $=219474.6$ cm$^{-1}=27.2114$ eV. The numerical check carries the tests mentioned. Apart from measured values and a few figures on the sensitivity of the model to its assumptions, which the program does not print, the numbers below are taken from its output or follow from it by the arithmetic shown.

\subsection*{Where the factor 2 comes from}

Take one valence electron outside a closed core, with Hamiltonian $H_0+\xi(r)\,\mathbf l\cdot\mathbf s$ and $H_0$ central and free of spin. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives $\mathbf l\cdot\mathbf s=\tfrac12(\mathbf j^2-\mathbf l^2-\mathbf s^2)$, so in a state of definite $l$ and $j$ the operator $\mathbf l\cdot\mathbf s$ is the number
\begin{equation}
c_j=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].
\end{equation}
For $l=0$ it vanishes, so $6s$ is untouched. For $l=1$,
\begin{align}
c_{3/2}&=\tfrac12\left[\tfrac{15}{4}-2-\tfrac34\right]=+\tfrac12, &
c_{1/2}&=\tfrac12\left[\tfrac34-2-\tfrac34\right]=-1 .
\end{align}
A $p_j$ state is $u_{nj}(r)/r$ times a fixed spin-angular function $|jm\rangle$, and the real function $u_{nj}$, normalized to $\int u^2dr=1$, obeys
\begin{equation}
\left[h_0+c\,\xi(r)\right]u=E\,u,\qquad h_0=-\tfrac12\frac{d^2}{dr^2}+\frac{1}{r^2}+V_p(r),
\label{radial}
\end{equation}
with $c=c_j$. The term $1/r^2$ is $l(l+1)/2r^2$ for $l=1$. The whole dependence on $j$ sits in the single number $c$, which can be treated as a continuous parameter.

The absorption oscillator strength for a dipole operator $\mathbf d=d(r)\,\hat{\mathbf n}$, averaged over the two initial spin states $m_s$ and summed over final $m$, is
\begin{equation}
f_j=\frac{2\omega_j}{3}\,\frac12\sum_{m_s,m}\sum_{q=x,y,z}\left|\langle np_j\,m|\,d(r)\,n_q\,|6s\,m_s\rangle\right|^2,
\end{equation}
with $\omega_j=E_{nj}-E_{6s}$. Each matrix element is the radial integral
\begin{equation}
R_{nj}=\int_0^\infty u_{6s}\,d(r)\,u_{nj}\,dr
\end{equation}
times an angular factor. The $s$ angular function is $1/\sqrt{4\pi}$. Multiplying it by $n_q$ gives $n_q/\sqrt{4\pi}$, and the normalized Cartesian $p$ function is $p_q=\sqrt{3/4\pi}\,n_q$ because $\int n_an_b\,d\Omega=\tfrac{4\pi}{3}\delta_{ab}$. Hence $n_q|s\,m_s\rangle=|p_q\,m_s\rangle/\sqrt3$. The six states $|p_q\,m_s\rangle$ are a complete orthonormal set for a $p$ electron with spin, so for each final state
\begin{equation}
\sum_{q,m_s}|\langle jm|n_q|s\,m_s\rangle|^2=\frac13\sum_{q,m_s}\langle jm|p_qm_s\rangle\langle p_qm_s|jm\rangle=\frac13 .
\end{equation}
There are $2j+1$ final states, so the angular sum is $(2j+1)/3$, that is $2/3$ and $4/3$, and
\begin{equation}
f_j=\frac{2\omega_j}{3}\cdot\frac12\cdot\frac{2j+1}{3}R_{nj}^2,\qquad
f_{1/2}=\tfrac29\,\omega_{1/2}R_{n,1/2}^2,\qquad f_{3/2}=\tfrac49\,\omega_{3/2}R_{n,3/2}^2 .
\end{equation}
The doublet ratio is therefore, exactly within the one-electron picture,
\begin{equation}
\rho_n=\frac{f_{3/2}}{f_{1/2}}=2\,\frac{\omega_{3/2}}{\omega_{1/2}}\left(\frac{R_{n,3/2}}{R_{n,1/2}}\right)^2 .
\label{rhoexact}
\end{equation}
The program tests the angular factors by diagonalizing the $6\times6$ matrix of $\mathbf l\cdot\mathbf s$ with dipoles from quadrature on the sphere, and it tests the prefactor on hydrogen, where it finds $f(1s\to2p)=0.41620$ and a sum of all $f$ from $1s$ equal to $1.000000$.

With equal radial integrals, $\rho_n=2\omega_{3/2}/\omega_{1/2}=2(1+\Delta_n/\omega_{1/2})$, where $\Delta_n$ is the splitting. In the model this energy factor is $2.121$ for $6p$, $2.018$ for $7p$ and $2.0001$ for $20p$. It approaches 2, so the anomaly must lie in the ratio of radial integrals.

\subsection*{The spin--orbit function}

For a nucleus with $Z=55$ the form of $\xi$ at small $r$ needs attention. The Dirac equation for large and small components $\phi,\chi$, with the rest energy removed from $E$, reads
\begin{align}
(V-E)\phi+\alpha^{-1}\boldsymbol\sigma\cdot\mathbf p\,\chi&=0, &
\alpha^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-E-2\alpha^{-2})\chi&=0 .
\end{align}
The second equation gives $\chi=\alpha^{-1}(2\alpha^{-2}+E-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi$. For a valence electron $|E|\ll2\alpha^{-2}$, so $E$ is dropped from this denominator, while $V$ is kept because it is unbounded at the nucleus. This is the zeroth-order regular approximation. Inserting $\chi$ into the first equation and using $\alpha^{-2}/(2\alpha^{-2}-V)=K/2$,
\begin{equation}
\left[\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p+V\right]\phi=E\phi,\qquad K=\frac{1}{1-\alpha^2V/2}.
\end{equation}
The identity $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abk}\sigma_k$ splits the kinetic operator into $\mathbf p\cdot K\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times K\mathbf p)$. Since $\mathbf p\times\mathbf p=0$, only the derivative acting on $K$ survives in the cross product: $\mathbf p\times K\mathbf p=-i\nabla K\times\mathbf p$. With $\nabla K=K'\mathbf r/r$ and $\boldsymbol\sigma=2\mathbf s$,
\begin{equation}
\tfrac12\, i\boldsymbol\sigma\cdot(-i\nabla K\times\mathbf p)=\frac{K'}{2r}\,\boldsymbol\sigma\cdot\mathbf l=\frac{K'}{r}\,\mathbf l\cdot\mathbf s .
\end{equation}
Differentiating $K$ gives $K'=\tfrac12\alpha^2V'K^2$, so
\begin{equation}
\xi(r)=\frac{\alpha^2}{2r}\,\frac{V'(r)}{\left(1-\alpha^2V/2\right)^2}.
\label{xi}
\end{equation}
Near the nucleus $V\simeq-Z/r$. With $b=\alpha^2Z/2=1.46\times10^{-3}$ bohr one has $\alpha^2V'/2r=b/r^3$ and $K=r/(r+b)$, so $\xi=b/[r(r+b)^2]$. Without the factor $K^2$ the term $-b/r^3$ for $c=-1$ would overwhelm the centrifugal $1/r^2$, and Eq.~(\ref{radial}) would have no lowest state. With it, $r^2\xi=br/(r+b)^2\le\tfrac14$ in this Coulomb limit because $(r+b)^2\ge4br$ (screening raises the maximum slightly, to $0.252$), and the net barrier stays repulsive. The model keeps $\xi$ from Eq.~(\ref{xi}) but replaces the scalar part $\tfrac12\mathbf p\cdot K\mathbf p$ by $\tfrac12p^2$, leaving the scalar relativistic shifts of the levels to a fitted potential. The fit does not restore the relativistic change of the $p$ functions near the nucleus, where $\xi$ acts: keeping $K$ in the scalar part and refitting raises the $6p$ splitting of the model below by about 18\%, raises $\rho_7$ from $5.0$ to about $6.0$ and lowers the $j=1/2$ zero by about $0.004$ hartree, while the order of the zeros is unchanged. Where $V$ increases outward, $\xi>0$.

\subsection*{Mixing of the radial functions}

Let $u_k$, $E_k$ be the eigenfunctions and energies of $h_0$, written $|k\rangle$, and let $R_k$ be their dipole integrals with $6s$. Signs are fixed by taking every $p$ function positive near the nucleus and choosing the sign of $u_{6s}$ so that $R_6>0$. Differentiate Eq.~(\ref{radial}) with respect to $c$ at $c=0$, a dot denoting $d/dc$:
\begin{equation}
(h_0-E_n)\,\dot u_n=(\dot E_n-\xi)\,u_n .
\end{equation}
Projecting on $u_n$ makes the left side vanish because $h_0$ is Hermitian, and projecting on $u_k$ with $k\ne n$ removes $\dot E_n$ by orthogonality:
\begin{align}
\dot E_n&=\langle n|\xi|n\rangle\equiv\zeta_n, &
(E_k-E_n)\langle k|\dot u_n\rangle&=-\langle k|\xi|n\rangle .
\end{align}
Differentiating $\int u^2dr=1$ gives $\langle n|\dot u_n\rangle=0$. Expanding $\dot u_n$ in the complete set and taking the dipole integral with $6s$,
\begin{equation}
S_n\equiv\dot R_n=\sum_{k\ne n}\frac{\langle k|\xi|n\rangle}{E_n-E_k}\,R_k,\qquad
R_{nj}=R_n+c_jS_n+O(\xi^2).
\label{Sn}
\end{equation}
The sum runs over all eigenstates of $h_0$: the core orbitals $2p$ to $5p$, the valence levels and the continuum. The core terms belong there although these orbitals are occupied, because the valence orbital is an eigenfunction of $h_0+c\xi$ and must stay orthogonal to core orbitals that are perturbed by the same $\xi$. The program tests $\zeta_n$ and $S_n$ for $n=6$ to $20$ against central differences of full diagonalizations at $c=\pm0.05$, with a relative tolerance of $2\times10^{-3}$.

To first order the splitting is $\Delta_n=(c_{3/2}-c_{1/2})\zeta_n=\tfrac32\zeta_n$. The centroid weighted by $2j+1$ does not move, since $2(-1)+4(\tfrac12)=0$.

Put $\kappa_n=S_n/R_n$. Then $R_{n,3/2}=R_n(1+\kappa_n/2)$ and $R_{n,1/2}=R_n(1-\kappa_n)$, and Eq.~(\ref{rhoexact}) becomes
\begin{equation}
\rho_n\simeq2\,\frac{\omega_{3/2}}{\omega_{1/2}}\left(\frac{1+\kappa_n/2}{1-\kappa_n}\right)^2 .
\label{rhofirst}
\end{equation}
Set the frequency ratio to one and read off the cases. For small $\kappa$, $(1+\kappa/2)^2\simeq1+\kappa$ and $(1-\kappa)^{-2}\simeq1+2\kappa$, so $\rho\simeq2(1+3\kappa)$. At $\kappa=1$ the $j=1/2$ integral vanishes and $\rho$ has a pole. At the zero of the spin-free integral $|\kappa|\to\infty$, the bracket tends to $-\tfrac12$, and $\rho\to\tfrac12$. At $\kappa=-2$ the $j=3/2$ integral vanishes and $\rho=0$. The statement that the ratio blows up at the zero of the dipole integral is thus true only of the zero of $R_{1/2}$. The spin-free zero supplies the growth of $\kappa$, and the pole is met before it when $S$ and $R$ have the same sign.

The total strength of the doublet behaves differently. With a common frequency $\omega$,
\begin{align}
f_{1/2}+f_{3/2}&=\tfrac29\omega\left[(R-S)^2+2\left(R+\tfrac12S\right)^2\right]\nonumber\\
&=\tfrac29\omega\left[R^2-2RS+S^2+2R^2+2RS+\tfrac12S^2\right]
=\tfrac23\omega\left[R^2+\tfrac12S^2\right].
\end{align}
The terms linear in $S$ cancel: mixing moves strength from one line to the other. At $R=0$, where second-order corrections to $R_{nj}$ enter only at third order, the sum keeps the value $\omega S^2/3$, so the total has a minimum above zero.

\subsection*{Why the $6p$ term dominates and has a definite sign}

The function $\xi$ is concentrated at small $r$, where $|V|$ is far larger than the differences among valence energies. There Eq.~(\ref{radial}) hardly depends on $E$, and all valence $p$ functions share one shape, $u_n(r)\simeq N_n\varphi(r)$, with $N_n>0$ by the sign convention. With $I=\int\varphi^2\xi\,dr>0$ over this region,
\begin{equation}
\langle k|\xi|n\rangle\simeq N_kN_nI,\qquad \zeta_n\simeq N_n^2I,\qquad\text{so}\qquad
\langle k|\xi|n\rangle\simeq\sqrt{\zeta_k\zeta_n}>0 .
\label{fact}
\end{equation}
This holds among valence states. It becomes less accurate for the deepest core orbitals and the far continuum, whose energies are not small against $|V|$ where $\xi$ acts. The program tests it for $k=6$, $n=7$ to $20$ with a 3\% tolerance; the printed values are $231.57$ against $231.58$ cm$^{-1}$ for $7p$.

The dependence of $N_n$ on $n$ follows from the normalization. Write Eq.~(\ref{radial}) as $u''+k^2u=0$ with $k^2=2(E-V_p-c\xi)-2/r^2$, and try $u=A\,w\sin\theta$ with $\theta'=w^{-2}$ and $A$ constant. Then
\begin{align}
u'&=A\left(w'\sin\theta+w^{-1}\cos\theta\right),\\
u''&=A\left(w''\sin\theta+\frac{w'}{w^2}\cos\theta-\frac{w'}{w^2}\cos\theta-\frac{\sin\theta}{w^3}\right)=A\left(w''-w^{-3}\right)\sin\theta ,
\end{align}
so $w$ obeys Milne's equation $w^{-4}=k^2+w''/w$, whose leading smooth solution is $w=k^{-1/2}$. At this WKB level, averaging $\sin^2\theta$ to $\tfrac12$ gives $1=\tfrac12A^2\int dr/k$. The total phase $\int k\,dr$ increases by $\pi$ per level and $\partial k/\partial E=1/k$, so $\int dr/k=\pi\,dn/dE$ and
\begin{equation}
A^2=\frac2\pi\,\frac{dE}{dn}.
\label{norm}
\end{equation}
In the inner region $w$ and $\theta$ are nearly independent of $E$, so $N_n^2\propto dE/dn$. With the effective quantum number $\nu$ defined by $E=-1/2\nu^2$, $dE/dn=\nu^{-3}d\nu/dn\simeq\nu^{-3}$, because the quantum defect $\delta=n-\nu$ varies slowly for the higher levels. Hence $\tilde\zeta\equiv\zeta_n\nu^3$ is nearly constant; the program tests this to 10\% over $n=8$ to $20$. A shift $dE=c\zeta_n$ changes $\nu$ by $\nu^3dE=c\tilde\zeta$, so
\begin{equation}
\delta(c)=\delta-c\,\tilde\zeta,\qquad \delta_{1/2}-\delta_{3/2}=\tfrac32\tilde\zeta .
\label{defect}
\end{equation}
At $15p$ the diagonalization gives $3.5846-3.5505=0.0341$, and $\tfrac32\tilde\zeta=0.0330$, lower by 3\% of the exact value. This answers part of the question. The splitting falls as $\nu^{-3}$ only because the level spacing does. Measured as a phase shift, the spin--orbit effect is nearly the same for every high member.

Equation~(\ref{norm}) also says how to compare dipole integrals along the series. The function $\tilde u=u/\sqrt{dE/dn}$ has $A^2=2/\pi$ at every energy, which is the normalization per unit energy used in the continuum, and inside the range of $u_{6s}$ it changes smoothly with $E$. So $\tilde R=R/\sqrt{dE/dn}\simeq R\,\nu^{3/2}$ and $\tilde S\simeq S\,\nu^{3/2}$ are smooth functions of energy through the threshold, and $\kappa=\tilde S/\tilde R$.

The $k=6$ term of Eq.~(\ref{Sn}) is $a_nR_6$ with
\begin{equation}
a_n=\frac{\langle6|\xi|n\rangle}{E_n-E_6}>0,\qquad
a_nR_6\,\nu^{3/2}\simeq\frac{\sqrt{\zeta_6\tilde\zeta}\;R_6}{E_n-E_6}.
\label{fermi}
\end{equation}
It is positive for $n\ge7$, so it raises $R_{3/2}$ and lowers $R_{1/2}$ while $R_n>0$, which gives $\rho>2$. In scaled form it changes along the series only through the denominator, which grows by less than a factor of two, from $10474$ cm$^{-1}$ at $7p$ to the $6p$ binding energy $0.09095\times219474.6\approx19960$ cm$^{-1}$ at the limit. Among valence terms it has by far the largest $R_k$ and the largest $\zeta_k$. Neighbouring levels have small denominators, but their $R_k$ are small and those above and below $n$ enter with opposite signs. That $6p$ really wins over core, neighbours and continuum is a numerical matter: the program tests, for $n=7$ to $20$, that it is the largest single term, that it lies between one half and twice $S_n$, and that $S_n>0$.

To first order in the spin--orbit interaction, the departure of the doublet ratio from 2 is governed by $\kappa_n=S_n/R_n$, whose numerator is positive from $7p$ to $20p$ and comes mainly from the $6p$ admixture. It remains to locate the zeros of the dipole integral and to compute the ratio along the series in a model of cesium.
